# Threefold Second-Harmonic Azimuthal Pattern of Oxidised Si(111): verification in Python

```python
# Result under test: for a purely p or purely s pump on Si(111), the reflected
# second harmonic has p amplitude a + c*cos(3 phi) and s amplitude b*sin(3 phi),
# so the p intensity is |a + c cos(3 phi)|^2.
# phi: angle from the plane of incidence (X,Z) to the crystal mirror direction x,
#   x = projection of a cubic axis on the surface, z = [111] pointing outward.
# chi11, chi15, chi31, chi33: interface susceptibilities (nm^2/V), 3m symmetry.
# gamma, zeta: isotropic and cubic bulk quadrupole coefficients (nm^2/V).
# Fields are E exp(-i omega t) + c.c.; wavevectors are in units of the pump k0.
# w, W: normal wavevector components in the crystal at omega and 2 omega.
import numpy as np
from types import SimpleNamespace
from scipy import constants as const
from scipy.integrate import quad

# ---------- inputs: rough values in the regime of oxidised Si(111) ----------
wavelength_nm = 800.0
angle = np.radians(45.0)
n_pump, n_harm = 3.7 + 0.006j, 5.6 + 0.4j
chi11 = 0.15 * np.exp(1j * np.radians(40.0))
chi15, chi31, chi33 = 0.30, 0.20, 1.00
gamma, zeta = 0.05, 0.10
k0_nm = 2 * np.pi / wavelength_nm

A, B = np.sqrt(2 / 3), np.sqrt(1 / 3)   # in-plane and normal parts of a cubic axis
# rows: crystal x, y, z in cubic coordinates; columns: cubic axes in crystal frame
Q = np.array([np.array([2, -1, -1]) / np.sqrt(6),
              np.array([0, 1, -1]) / np.sqrt(2),
              np.array([1, 1, 1]) / np.sqrt(3)])


def rot_z(t):
    return np.array([[np.cos(t), -np.sin(t), 0], [np.sin(t), np.cos(t), 0], [0, 0, 1]])


def rot_y(t):
    return np.array([[np.cos(t), 0, np.sin(t)], [0, 1, 0], [-np.sin(t), 0, np.cos(t)]])


def turn(tensor, R):
    return np.einsum('ai,bj,ck,ijk->abc', R, R, R, tensor)


def tensor_3m(c11, c15, c31, c33):
    t = np.zeros((3, 3, 3), complex)
    t[0, 0, 0] = c11
    t[0, 1, 1] = t[1, 0, 1] = t[1, 1, 0] = -c11
    t[0, 0, 2] = t[0, 2, 0] = t[1, 1, 2] = t[1, 2, 1] = c15
    t[2, 0, 0] = t[2, 1, 1] = c31
    t[2, 2, 2] = c33
    return t


def fresnel_p(n1, n2, kx, q):
    w1 = np.sqrt(n1**2 * q**2 - kx**2 + 0j)
    w2 = np.sqrt(n2**2 * q**2 - kx**2 + 0j)
    den = n2**2 * w1 + n1**2 * w2
    return (n2**2 * w1 - n1**2 * w2) / den, 2 * n1 * n2 * w1 / den


def optics(theta):
    s = np.sin(theta)
    o = SimpleNamespace(theta=theta, s=s)
    o.w = np.sqrt(n_pump**2 - s**2)
    o.W = np.sqrt(4 * n_harm**2 - 4 * s**2)
    o.k = np.array([s, 0, -o.w])
    o.pump = {'p': np.array([o.w, 0, s]) / n_pump, 's': np.array([0, 1, 0], complex)}
    o.p_out = np.array([-o.W, 0, 2 * s]) / (2 * n_harm)
    o.t_in = fresnel_p(1, n_pump, s, 1)[1]
    o.T_p = fresnel_p(n_harm, 1, 2 * s, 2)[1]
    o.T_s = 2 * o.W / (o.W + 2 * np.cos(theta))
    o.radiate = 2j / o.W                 # i K0^2/(2 W) with K0 = 2
    return o


def emit(o, P, qz):
    """Vacuum p and s amplitudes from a crystal source P exp(2i kx x - i qz z):
    driven wave equation solved, then tangential E and H matched at z = 0."""
    q = np.array([2 * o.s, 0, -qz], complex)
    M = np.outer(q, q) + (4 * n_harm**2 - q @ q) * np.eye(3)
    driven = np.linalg.solve(M, -4 * P)
    W0 = 2 * np.cos(o.theta)
    k_up, k_dn = np.array([2 * o.s, 0, W0]), np.array([2 * o.s, 0, -o.W])
    y = np.array([0, 1, 0])

    def tangential(k, E):
        return np.concatenate([E[:2], np.cross(k, E)[:2]])

    cols = [tangential(k_up, np.array([-W0, 0, 2 * o.s]) / 2), tangential(k_up, y),
            -tangential(k_dn, np.array([o.W, 0, 2 * o.s]) / (2 * n_harm)),
            -tangential(k_dn, y)]
    return np.linalg.solve(np.array(cols).T, tangential(q, driven))[:2]


crystal = tensor_3m(chi11, chi15, chi31, chi33)
KAPPA = 1e5      # inverse thickness of the thin source layer that mimics a sheet


def direct(o, phi, e, tilt=0.0):
    """Reduced p and s amplitudes from rotated tensors and boundary matching."""
    R = rot_z(phi) @ rot_y(tilt)
    sheet = np.einsum('abc,b,c->a', turn(crystal, R), e, e)
    axes = R @ Q
    bulk = 2j * gamma * o.k * (e @ e) + 1j * zeta * axes @ (
        (axes.T @ e)**2 * (axes.T @ o.k))
    amp = emit(o, bulk, 2 * o.w) + emit(o, KAPPA * sheet, 1j * KAPPA)
    return amp / (o.radiate * np.array([o.T_p, o.T_s]))


def derived(o, pump):
    """Closed forms of a, c (p output) and b (s output)."""
    X, _, Z = o.p_out
    ex, ez = o.w / n_pump, o.s / n_pump
    depth = -zeta / (2 * o.w + o.W)
    u0, v0, u3, v3 = A * X, B * Z, A * o.s, -B * o.w
    if pump == 's':
        a = Z * (chi31 + gamma) + depth * A**2 * (1.5 * v0 * v3 + 0.375 * u0 * u3)
        c = -X * chi11 - depth * A**2 * 0.75 * (u0 * v3 + v0 * u3)
        return a, c, -chi11 - depth * 0.75 * A**3 * v3
    u, v = A * ex, B * ez
    poly = np.array([1.0 + 0j])
    for slope, offset in ((u0, v0), (u, v), (u, v), (u3, v3)):
        poly = np.convolve(poly, [offset, slope])
    a = (2 * chi15 * X * ex * ez + Z * ((chi31 + gamma) * ex**2 + (chi33 + gamma) * ez**2)
         + depth * (3 * poly[0] + 1.5 * poly[2] + 1.125 * poly[4]))
    c = X * chi11 * ex**2 + depth * 0.75 * poly[3]
    b = chi11 * ex**2 + depth * 0.75 * A * (u**2 * v3 + 2 * u * v * u3)
    return a, c, b


o = optics(angle)
rng = np.random.default_rng(1)
M_AZ = 24
phis = 2 * np.pi * np.arange(M_AZ) / M_AZ


def harmonics(values):
    return np.fft.fft(np.asarray(values)) / M_AZ


# ---------- symmetry: number of components and allowed harmonics ----------
C3 = [rot_z(2 * np.pi * j / 3) for j in range(3)]
C3v = C3 + [R @ np.diag([1, -1, 1]) for R in C3]


def average(tensor, group):
    return sum(turn(tensor, R) for R in group) / len(group)


def count(group):
    rows = []
    for i in range(3):
        for j in range(3):
            for k in range(j, 3):
                t = np.zeros((3, 3, 3))
                t[i, j, k] = t[i, k, j] = 1
                rows.append(average(t, group).ravel())
    return np.linalg.matrix_rank(np.array(rows), tol=1e-9)


n_C3, n_C3v = count(C3), count(C3v)
assert (n_C3, n_C3v) == (6, 4)


def sheet_scan(tensor, e):
    return harmonics([o.p_out @ np.einsum('abc,b,c->a', turn(tensor, rot_z(f)), e, e)
                      for f in phis])


raw = rng.normal(size=(3, 3, 3))
raw = raw + raw.transpose(0, 2, 1)
h_raw = sheet_scan(raw, o.pump['p'])
h_C3 = sheet_scan(average(raw, C3), o.pump['p'])
h_C3v = sheet_scan(average(raw, C3v), o.pump['p'])
assert np.max(np.abs(h_raw[4:-3])) < 1e-12 and min(abs(h_raw[1]), abs(h_raw[2])) > 1e-3
other = [m for m in range(M_AZ) if m not in (0, 3, M_AZ - 3)]
assert np.max(np.abs(h_C3[other])) < 1e-12
assert abs(h_C3[3] - h_C3[-3]) > 1e-3          # sine part allowed by rotation alone
assert abs(h_C3v[3] - h_C3v[-3]) < 1e-12 and abs(h_C3v[3]) > 1e-3
mixed = (o.pump['p'] + o.pump['s']) / np.sqrt(2)
h_mixed = sheet_scan(crystal, mixed)
assert abs(h_mixed[3] - h_mixed[-3]) > 1e-2    # a mixed pump restores the sine

# ---------- bond picture: one upward bond, three back bonds ----------
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
up, back = rng.normal(size=2)
cubic_sum = sum(s * np.einsum('i,j,k->ijk', d, d, d)
                for s, d in zip([up, back, back, back], bonds))
lean = np.sqrt(8) / 3                          # in-plane part of a back bond
bond_tensor = tensor_3m(0.75 * back * lean**3, -0.5 * back * lean**2,
                        -0.5 * back * lean**2, up - back / 9)
assert np.allclose(turn(cubic_sum, Q), bond_tensor, atol=1e-12)

# ---------- radiation and pump transmission ----------
for qz in (2 * o.w, 3j, 1.5 + 40j):
    P = rng.normal(size=3) + 1j * rng.normal(size=3)
    L = 1j / (qz + o.W)
    green = o.radiate * L * np.array([o.T_p * (o.p_out @ P), o.T_s * P[1]])
    assert np.allclose(emit(o, P, qz), green, rtol=1e-8, atol=1e-12)
cs = np.cos(angle)
match = np.array([[cs, o.w / n_pump], [-1, n_pump]])   # reflected, transmitted
r_num, t_num = np.linalg.solve(match, [cs, 1])
r_in = fresnel_p(1, n_pump, o.s, 1)[0]
assert abs(t_num - o.t_in) < 1e-12 and abs(r_num - r_in) < 1e-12

# ---------- main result: closed amplitudes against the direct calculation ----------
worst = 0.0
for theta in (0.0, np.radians(20), angle, np.radians(70)):
    oo = optics(theta)
    for pol in 'ps':
        a_, c_, b_ = derived(oo, pol)
        for f in phis:
            num = direct(oo, f, oo.pump[pol])
            ref = np.array([a_ + c_ * np.cos(3 * f), b_ * np.sin(3 * f)])
            worst = max(worst, np.max(np.abs(num - ref)) / abs(c_))
# the thin layer has finite thickness: relative error about |W|/KAPPA ~ 1e-4
assert worst < 1e-3
a_normal, c_normal, _ = derived(optics(0.0), 'p')
assert abs(a_normal) < 1e-12 and abs(c_normal) > 0.01

a, c, b = derived(o, 'p')
a_s, c_s, b_s = derived(o, 's')
scan = np.array([direct(o, f, o.pump['p'])[0] for f in phis])
hI = harmonics(np.abs(scan)**2)
B0, B3, B6 = hI[0].real, 2 * hI[3].real, 2 * hI[6].real
c_rec = np.sqrt(2 * B6)
a_rec = np.sqrt(B0 - B6)
phase_rec = np.degrees(np.arccos(B3 / (2 * a_rec * c_rec)))
phase = np.degrees(np.angle(c / a))
assert abs(a_rec / abs(a) - 1) < 2e-3 and abs(c_rec / abs(c) - 1) < 2e-3
assert abs(phase_rec - abs(phase)) < 0.2

# ---------- photon rate for a rough laser setting ----------
power, rep, tau, spot = 0.1, 80e6, 100e-15, 50e-6      # W, Hz, s, m (1/e^2 radius)
pulse = power / rep
fluence = 2 * pulse / (np.pi * spot**2)
I_peak = fluence / tau
area2 = quad(lambda r: 2 * np.pi * r * np.exp(-4 * r**2 / spot**2), 0, 6 * spot)[0]
assert abs(area2 / (np.pi * spot**2 / 4) - 1) < 1e-6
G = o.T_p * o.radiate * o.t_in**2 * k0_nm * 1e9
omega = 2 * np.pi * const.c / (wavelength_nm * 1e-9)


def photon_rate(f):
    amp = (a + c * np.cos(3 * f)) * 1e-18
    eta = abs(G * amp)**2 / (2 * const.epsilon_0 * const.c)
    return eta * I_peak**2 * area2 * tau * rep / (2 * const.hbar * omega)


# ---------- neglected effects ----------
def film_t(n1, nf, n2, kx, q, d):
    r1, t1 = fresnel_p(n1, nf, kx, q)
    r2, t2 = fresnel_p(nf, n2, kx, q)
    ph = np.exp(1j * np.sqrt(nf**2 * q**2 - kx**2 + 0j) * k0_nm * d)
    return t1 * t2 * ph / (1 + r1 * r2 * ph**2)


def oxide_factor(d):
    t = film_t(1, 1.45, n_pump, o.s, 1, d) / o.t_in
    T = film_t(n_harm, 1.47, 1, 2 * o.s, 2, d) / o.T_p
    return abs(t**2 * T)**2


assert abs(oxide_factor(0.0) - 1) < 1e-12
oxide_nm = 2.0
ox = oxide_factor(oxide_nm)

field_MVcm, chi3, chi3_cubic = 0.1, 0.10, 0.03         # MV/cm, nm^2/V^2 (rough)
F = field_MVcm * 0.1                                   # V/nm
zhat, e = np.array([0, 0, 1.0]), o.pump['p']
field_scan = []
for f in phis:
    ax = rot_z(f) @ Q
    src = 3 * F / k0_nm * (chi3 / 3 * (2 * e * e[2] + zhat * (e @ e))
                           + chi3_cubic * ax @ ((ax.T @ e)**2 * ax[2]))
    field_scan.append(emit(o, src, 2 * o.w)[0] / (o.radiate * o.T_p))
hF = harmonics(field_scan)
assert np.max(np.abs(hF[other])) < 1e-12 and abs(hF[3] - hF[-3]) < 1e-12
doping = 1e16                                          # cm^-3
depletion_nm = 11.7 * const.epsilon_0 * F * 1e9 / (const.e * doping * 1e6) * 1e9

miscut = 0.3
hT = harmonics([direct(o, f, e, np.radians(miscut))[0] for f in phis])
lattice_nm = 0.543
terrace_nm = lattice_nm / np.sqrt(3) / np.tan(np.radians(miscut))
edge_share = lattice_nm / np.sqrt(2) * np.sqrt(3) / 2 / terrace_nm

absorbed = 1 - abs(r_in)**2
abs_depth = wavelength_nm * 1e-9 / (4 * np.pi * n_pump.imag)
carriers = absorbed * fluence * cs / (const.hbar * omega * abs_depth)
dn = carriers * const.e**2 / (2 * n_pump.real * const.epsilon_0
                              * 0.15 * const.m_e * omega**2)
heat = absorbed / 150.0 * quad(lambda r: 2 * power / (np.pi * spot**2)
                               * np.exp(-2 * r**2 / spot**2), 0, 6 * spot)[0]
diverge = np.degrees(wavelength_nm * 1e-9 / (np.pi * spot))


def show(z):
    return f"{z.real:+.4f} {z.imag:+.4f}i"


print(f"pump {wavelength_nm:.0f} nm, incidence {np.degrees(angle):.0f} deg")
print(f"index of Si: pump {n_pump}, harmonic {n_harm}")
print(f"chi11 = {show(chi11)} nm^2/V (size {abs(chi11):.2f}, phase 40 deg)"
      .replace("40", f"{np.degrees(np.angle(chi11)):.0f}"))
print(f"chi15, chi31, chi33 = {chi15:.2f}, {chi31:.2f}, {chi33:.2f} nm^2/V")
print(f"gamma, zeta = {gamma:.2f}, {zeta:.2f} nm^2/V")
print(f"independent components: C3 {n_C3}, C3v {n_C3v}")
print(f"pump field in crystal e_X = {show(e[0])}, e_Z = {show(e[2])}")
print(f"harmonic vector X = {show(o.p_out[0])}, Z = {show(o.p_out[2])}")
print(f"bulk effective length = {abs(1 / (2 * o.w + o.W)) / k0_nm:.2f} nm")
print(f"p pump: a = {show(a)} nm^2/V, |a| = {abs(a):.4f}")
print(f"p pump: c = {show(c)} nm^2/V, |c| = {abs(c):.4f}")
print(f"p pump: |c/a| = {abs(c / a):.3f}, phase of c/a = {phase:.1f} deg")
print(f"p pump, s output: |b| = {abs(b):.4f} nm^2/V")
print(f"s pump: |a| = {abs(a_s):.4f}, |c| = {abs(c_s):.4f}, |b| = {abs(b_s):.4f} nm^2/V")
print(f"zeta part of c (p pump) = {abs(c - o.p_out[0] * chi11 * e[0]**2):.4f} nm^2/V")
print(f"normal incidence: |a| = {abs(a_normal):.1e}, |c| = {abs(c_normal):.4f} nm^2/V")
print(f"largest direct-minus-formula error / |c| = {worst:.1e}")
for deg in (0, 15, 30, 45, 60):
    val = abs(a + c * np.cos(3 * np.radians(deg)))**2
    print(f"phi {deg:2d} deg: |a + c cos 3phi|^2 = {val:.5f} nm^4/V^2")
print(f"Fourier B0, B3, B6 = {B0:.5f}, {B3:.5f}, {B6:.5f} nm^4/V^2")
print(f"recovered |a| = {a_rec:.4f}, |c| = {c_rec:.4f} nm^2/V")
print(f"recovered size of phase = {phase_rec:.1f} deg")
print(f"laser: {power * 1e3:.0f} mW, {rep / 1e6:.0f} MHz, {tau * 1e15:.0f} fs, "
      f"radius {spot * 1e6:.0f} um")
print(f"peak intensity = {I_peak / 1e13:.3f} GW/cm^2")
print(f"photon rate: phi 0 {photon_rate(0):.2e} /s, phi 60 {photon_rate(np.pi / 3):.2e} /s")
print(f"oxide {oxide_nm:.0f} nm: common intensity factor = {ox:.4f}")
print(f"static field {field_MVcm} MV/cm; rough chi3 {chi3}, cubic {chi3_cubic} nm^2/V^2")
print(f"field-induced change: |da/a| = {abs(hF[0] / a):.3f}, |dc/c| = {abs(2 * hF[3] / c):.3f}")
print(f"depletion width at {doping:.0e} cm^-3 = {depletion_nm:.0f} nm")
print(f"miscut {miscut} deg: cos phi part / |a| = {2 * abs(hT[1] / a):.4f}")
print(f"miscut {miscut} deg: cos 2phi part / |a| = {2 * abs(hT[2] / a):.4f}")
print(f"terrace width = {terrace_nm:.0f} nm, step-edge site share = {edge_share:.4f}")
print(f"beam divergence half-angle = {diverge:.2f} deg")
print(f"carriers per pulse = {carriers / 1e6:.1e} cm^-3, index change = -{dn:.1e}")
print(f"steady heating = {heat:.1f} K")
print("checks complete")
```

It prints:

```
pump 800 nm, incidence 45 deg
index of Si: pump (3.7+0.006j), harmonic (5.6+0.4j)
chi11 = +0.1149 +0.0964i nm^2/V (size 0.15, phase 40 deg)
chi15, chi31, chi33 = 0.30, 0.20, 1.00 nm^2/V
gamma, zeta = 0.05, 0.10 nm^2/V
independent components: C3 6, C3v 4
pump field in crystal e_X = +0.9816 +0.0001i, e_Z = +0.1911 -0.0003i
harmonic vector X = -0.9921 -0.0011i, Z = +0.1256 -0.0090i
bulk effective length = 6.92 nm
p pump: a = -0.0764 -0.0025i nm^2/V, |a| = 0.0764
p pump: c = -0.1139 -0.0921i nm^2/V, |c| = 0.1465
p pump: |c/a| = 1.917, phase of c/a = 37.1 deg
p pump, s output: |b| = 0.1476 nm^2/V
s pump: |a| = 0.0330, |c| = 0.1523, |b| = 0.1535 nm^2/V
zeta part of c (p pump) = 0.0042 nm^2/V
normal incidence: |a| = 0.0e+00, |c| = 0.1535 nm^2/V
largest direct-minus-formula error / |c| = 1.8e-04
phi  0 deg: |a + c cos 3phi|^2 = 0.04518 nm^4/V^2
phi 15 deg: |a + c cos 3phi|^2 = 0.02922 nm^4/V^2
phi 30 deg: |a + c cos 3phi|^2 = 0.00584 nm^4/V^2
phi 45 deg: |a + c cos 3phi|^2 = 0.00394 nm^4/V^2
phi 60 deg: |a + c cos 3phi|^2 = 0.00944 nm^4/V^2
Fourier B0, B3, B6 = 0.01658, 0.01787, 0.01073 nm^4/V^2
recovered |a| = 0.0764, |c| = 0.1465 nm^2/V
recovered size of phase = 37.1 deg
laser: 100 mW, 80 MHz, 100 fs, radius 50 um
peak intensity = 0.318 GW/cm^2
photon rate: phi 0 6.53e+05 /s, phi 60 1.36e+05 /s
oxide 2 nm: common intensity factor = 1.0007
static field 0.1 MV/cm; rough chi3 0.1, cubic 0.03 nm^2/V^2
field-induced change: |da/a| = 0.028, |dc/c| = 0.010
depletion width at 1e+16 cm^-3 = 647 nm
miscut 0.3 deg: cos phi part / |a| = 0.0524
miscut 0.3 deg: cos 2phi part / |a| = 0.0028
terrace width = 60 nm, step-edge site share = 0.0056
beam divergence half-angle = 0.29 deg
carriers per pulse = 6.8e+16 cm^-3, index change = -3.5e-05
steady heating = 4.2 K
checks complete
```
